# Why eigenvalue-self-consistent GW still depends on its starting orbitals: test program

```python
"""
Result under test: eigenvalue-self-consistent GW (evGW) forgets the starting
eigenvalues but not the starting orbitals. Its ionization energy therefore
differs between Hartree-Fock and LDA orbitals. Letting the orbitals relax
(qsGW) removes the difference for the molecule studied, hydrogen fluoride.

Symbols (hartree atomic units inside the program):
  levels   orbital energies used in G and W
  static   matrix of h + J + exchange self-energy in the orbital basis
  pairs    integrals (pr|ia), i occupied and a virtual
  omega    direct-RPA excitation energies
  w        couplings of orbital products pr to the excitations
  poles    energies of the poles of the correlation self-energy
  FLOW     regulator s that damps small energy denominators
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, dft, ao2mo, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BOND = 0.92
FLOW = 10.0
NOCC = 5
HOMO = NOCC - 1


def prepare(basis):
    mol = gto.M(atom=f"F 0 0 0; H 0 0 {BOND}", basis=basis, verbose=0)
    hf = scf.RHF(mol)
    hf.conv_tol = 1e-11
    hf.kernel()
    lda = dft.RKS(mol)
    lda.xc = "lda,vwn"
    lda.conv_tol = 1e-11
    lda.kernel()
    assert hf.converged and lda.converged
    system = dict(mol=mol, h=hf.get_hcore(), overlap=hf.get_ovlp(),
                  eri=mol.intor("int2e", aosym="s8"))
    return system, hf, lda


def density(orbitals):
    occupied = orbitals[:, :NOCC]
    return 2 * occupied @ occupied.T


def orbital_data(system, orbitals):
    coulomb, exchange = scf.hf.dot_eri_dm(system["eri"], density(orbitals),
                                          hermi=1)
    static_ao = system["h"] + coulomb - 0.5 * exchange
    n = orbitals.shape[1]
    occ, vir = orbitals[:, :NOCC], orbitals[:, NOCC:]
    pairs = ao2mo.general(system["eri"], (orbitals, orbitals, occ, vir),
                          compact=False).reshape(n, n, -1)
    return static_ao, orbitals.T @ static_ao @ orbitals, pairs


def pair_gaps(levels):
    gaps = (levels[None, NOCC:] - levels[:NOCC, None]).ravel()
    assert gaps.min() > 0
    return gaps


def pair_coulomb(pairs):
    size = pairs.shape[2]
    return pairs[:NOCC, NOCC:].reshape(size, size)


def screening(levels, pairs):
    gaps = pair_gaps(levels)
    root = np.sqrt(gaps)
    matrix = np.diag(gaps**2) + 4 * root[:, None] * pair_coulomb(pairs) * root
    squares, vectors = np.linalg.eigh(matrix)
    omega = np.sqrt(squares)
    amplitudes = root[:, None] * vectors / np.sqrt(omega)
    n = len(levels)
    w = np.sqrt(2) * (pairs.reshape(n * n, -1) @ amplitudes)
    side = np.where(np.arange(n) < NOCC, -1.0, 1.0)
    poles = levels[:, None] + side[:, None] * omega
    return w.reshape(n, n, -1), poles, omega


def sigma_bare(energy, state, w, poles):
    return np.sum(w[state]**2 / (energy - poles))


def sigma_diagonal(levels, w, poles):
    d = levels[:, None, None] - poles[None]
    return np.sum(w**2 * (-np.expm1(-2 * FLOW * d**2)) / d, axis=(1, 2))


def sigma_matrix(levels, w, poles):
    d = levels[:, None, None] - poles[None]
    result = np.empty((len(levels), len(levels)))
    for p in range(len(levels)):
        squares = d[p]**2 + d**2
        kernel = (d[p] + d) / squares * (-np.expm1(-FLOW * squares))
        result[p] = np.sum(w[p] * w * kernel, axis=(1, 2))
    return 0.5 * (result + result.T)


def quasiparticle_root(levels, static, pairs):
    """Undamped HOMO equation, solved in the pole-free central interval."""
    w, poles, omega = screening(levels, pairs)
    low = levels[HOMO] - omega[0] + 1e-7
    high = levels[NOCC] + omega[0] - 1e-7
    return brentq(lambda e: e - static[HOMO, HOMO]
                  - sigma_bare(e, HOMO, w, poles), low, high, xtol=1e-12)


def evgw(start_levels, static, pairs, tolerance=1e-8):
    levels = start_levels.copy()
    for cycle in range(1, 301):
        w, poles, _ = screening(levels, pairs)
        new = np.diag(static) + sigma_diagonal(levels, w, poles)
        change = np.max(np.abs(new - levels))
        if change < tolerance:
            return levels, cycle
        levels = 0.5 * levels + 0.5 * new
    raise AssertionError(f"evGW not converged, last change {change}")


def qsgw(system, start_orbitals, start_levels):
    orbitals, levels, matrix = start_orbitals, start_levels, None
    overlap = system["overlap"]
    for cycle in range(1, 251):
        static_ao, _, pairs = orbital_data(system, orbitals)
        w, poles, _ = screening(levels, pairs)
        back = overlap @ orbitals
        new = static_ao + back @ sigma_matrix(levels, w, poles) @ back.T
        if matrix is None:
            matrix = new
        else:
            change = np.max(np.abs(new - matrix))
            if change < 1e-7:
                return levels, orbitals, cycle
            matrix = 0.5 * matrix + 0.5 * new
        levels, orbitals = eigh(matrix, overlap)
    raise AssertionError(f"qsGW not converged, last change {change}")


def dipole(system, orbitals):
    vector = scf.hf.dip_moment(system["mol"], density(orbitals),
                               unit="Debye", verbose=0)
    return np.linalg.norm(vector)


system, hf, lda = prepare("cc-pvdz")
starts = {"Hartree-Fock": hf, "LDA": lda}
data = {name: orbital_data(system, mf.mo_coeff)[1:]
        for name, mf in starts.items()}

# The starting potential cancels: compare with the grid-integrated LDA v_xc.
static, pairs = data["LDA"]
v_xc_ao = lda._numint.nr_rks(system["mol"], lda.grids, lda.xc,
                             density(lda.mo_coeff))[2]
homo_orbital = lda.mo_coeff[:, HOMO]
v_xc = homo_orbital @ v_xc_ao @ homo_orbital
exchange_ao = -0.5 * scf.hf.dot_eri_dm(system["eri"], density(lda.mo_coeff),
                                       hermi=1)[1]
sigma_x = homo_orbital @ exchange_ao @ homo_orbital
cancelled = lda.mo_energy[HOMO] - v_xc + sigma_x
assert abs(cancelled - static[HOMO, HOMO]) < 1e-5

# Self-energy by imaginary-frequency quadrature of the inverted Dyson equation.
levels = lda.mo_energy
w, poles, _ = screening(levels, pairs)
mid_gap = 0.5 * (levels[HOMO] + levels[NOCC])
nodes, weights = np.polynomial.legendre.leggauss(120)
quadrature = 0.0
for t, weight in zip(nodes, weights):
    frequency = (1 + t) / (1 - t)
    jacobian = 2 / (1 - t)**2
    gaps = pair_gaps(levels)
    inverse_chi0 = -(gaps**2 + frequency**2) / (4 * gaps)
    response = np.linalg.inv(np.diag(inverse_chi0) - pair_coulomb(pairs))
    w_c = np.sum((pairs[HOMO] @ response) * pairs[HOMO], axis=1)
    distance = mid_gap - levels
    propagator = distance / (distance**2 + frequency**2)
    quadrature -= weight * jacobian * np.sum(w_c * propagator) / np.pi
pole_sum = sigma_bare(mid_gap, HOMO, w, poles)
assert abs(quadrature - pole_sum) < 1e-6

print(f"Bond length: {BOND:.2f} angstrom; regulator s: {FLOW:.0f} hartree^-2")
print(f"Basis functions in cc-pVDZ: {len(levels)}")
print(f"LDA HOMO <v_xc>: {v_xc*EV:.3f} eV")
print(f"LDA HOMO <Sigma_x>: {sigma_x*EV:.3f} eV")
print(f"LDA HOMO static energy, via v_xc: {cancelled*EV:.3f} eV")
print(f"Mid-gap Sigma_c, pole sum: {pole_sum*EV:.5f} eV")
print(f"Mid-gap Sigma_c, quadrature: {quadrature*EV:.5f} eV")

one_shot = {}
for name, mf in starts.items():
    one_shot[name] = -quasiparticle_root(mf.mo_energy, *data[name]) * EV
    print(f"{name} starting HOMO energy: {mf.mo_energy[HOMO]*EV:.3f} eV")
    print(f"G0W0 ionization energy from {name}: {one_shot[name]:.3f} eV")
one_shot_gap = one_shot["Hartree-Fock"] - one_shot["LDA"]
print(f"G0W0 difference (Hartree-Fock - LDA): {one_shot_gap:.3f} eV")

# All four combinations of fixed orbitals and starting eigenvalues.
final, ionization, memory = {}, {}, []
for name in starts:
    static, pairs = data[name]
    for spectrum, mf in starts.items():
        result, cycles = evgw(mf.mo_energy, static, pairs)
        final[name, spectrum] = result
        ionization[name, spectrum] = -result[HOMO] * EV
        print(f"evGW, {name} orbitals, {spectrum} start energies: "
              f"{-result[HOMO]*EV:.5f} eV ({cycles} cycles)")
    memory.append(abs(ionization[name, "LDA"]
                      - ionization[name, "Hartree-Fock"]))
assert max(memory) < 1e-4
ev_gap = (ionization["Hartree-Fock", "Hartree-Fock"]
          - ionization["LDA", "LDA"])
assert abs(ev_gap) > 0.01
print(f"Largest effect of start energies on evGW: {max(memory):.1e} eV")
print(f"evGW difference (Hartree-Fock - LDA orbitals): {ev_gap:.4f} eV")

parts = {}
for name in starts:
    static, pairs = data[name]
    result = final[name, name]
    w, poles, _ = screening(result, pairs)
    undamped = quasiparticle_root(result, static, pairs)
    regulator_error = abs(undamped - result[HOMO]) * EV
    assert regulator_error < 0.005
    correlation = sigma_bare(undamped, HOMO, w, poles)
    parts[name] = np.array([static[HOMO, HOMO], correlation]) * EV
    full = static + sigma_matrix(result, w, poles)
    neglected = np.max(np.abs(full[:NOCC, NOCC:])) * EV
    assert neglected > 0.01
    print(f"{name} orbitals: static HOMO part {parts[name][0]:.4f} eV")
    print(f"{name} orbitals: Sigma_c HOMO part {parts[name][1]:.4f} eV")
    print(f"{name} orbitals: regulator effect {regulator_error:.1e} eV")
    print(f"{name} orbitals: largest neglected occ-virt element "
          f"{neglected:.3f} eV")
split = parts["LDA"] - parts["Hartree-Fock"]
assert abs(split.sum() - ev_gap) < 0.01
print(f"Static share of evGW difference: {split[0]:.4f} eV")
print(f"Correlation share of evGW difference: {split[1]:.4f} eV")

# Now the orbitals and density are allowed to respond.
relaxed, moments = {}, {}
for name, mf in starts.items():
    result, orbitals, cycles = qsgw(system, mf.mo_coeff, mf.mo_energy)
    relaxed[name] = -result[HOMO] * EV
    moments[name] = dipole(system, orbitals)
    print(f"qsGW ionization energy from {name}: {relaxed[name]:.5f} eV "
          f"({cycles} cycles)")
    print(f"Dipole from {name}: start {dipole(system, mf.mo_coeff):.4f} D, "
          f"after qsGW {moments[name]:.4f} D")
relaxed_gap = abs(relaxed["Hartree-Fock"] - relaxed["LDA"])
assert relaxed_gap < 1e-3 and relaxed_gap < 0.1 * abs(ev_gap)
assert abs(moments["Hartree-Fock"] - moments["LDA"]) < 1e-3
print(f"qsGW difference between starts: {relaxed_gap:.1e} eV")

# The surviving evGW difference in a larger basis.
large, hf_large, lda_large = prepare("cc-pvtz")
large_ionization = []
for name, mf in (("Hartree-Fock", hf_large), ("LDA", lda_large)):
    _, static, pairs = orbital_data(large, mf.mo_coeff)
    result, _ = evgw(mf.mo_energy, static, pairs, tolerance=1e-6)
    large_ionization.append(-result[HOMO] * EV)
    print(f"cc-pVTZ evGW, {name} orbitals: {-result[HOMO]*EV:.4f} eV")
large_gap = large_ionization[0] - large_ionization[1]
assert abs(large_gap) > 0.01
print(f"cc-pVTZ evGW difference: {large_gap:.4f} eV")

print("PASS")
```

Output:

```
Bond length: 0.92 angstrom; regulator s: 10 hartree^-2
Basis functions in cc-pVDZ: 19
LDA HOMO <v_xc>: -23.308 eV
LDA HOMO <Sigma_x>: -32.160 eV
LDA HOMO static energy, via v_xc: -17.275 eV
Mid-gap Sigma_c, pole sum: 1.64451 eV
Mid-gap Sigma_c, quadrature: 1.64451 eV
Hartree-Fock starting HOMO energy: -17.105 eV
G0W0 ionization energy from Hartree-Fock: 15.525 eV
LDA starting HOMO energy: -8.422 eV
G0W0 ionization energy from LDA: 14.654 eV
G0W0 difference (Hartree-Fock - LDA): 0.871 eV
evGW, Hartree-Fock orbitals, Hartree-Fock start energies: 15.41128 eV (28 cycles)
evGW, Hartree-Fock orbitals, LDA start energies: 15.41128 eV (30 cycles)
evGW, LDA orbitals, Hartree-Fock start energies: 15.54541 eV (28 cycles)
evGW, LDA orbitals, LDA start energies: 15.54541 eV (30 cycles)
Largest effect of start energies on evGW: 5.6e-08 eV
evGW difference (Hartree-Fock - LDA orbitals): -0.1341 eV
Hartree-Fock orbitals: static HOMO part -17.1048 eV
Hartree-Fock orbitals: Sigma_c HOMO part 1.6935 eV
Hartree-Fock orbitals: regulator effect 2.6e-08 eV
Hartree-Fock orbitals: largest neglected occ-virt element 0.363 eV
LDA orbitals: static HOMO part -17.2745 eV
LDA orbitals: Sigma_c HOMO part 1.7291 eV
LDA orbitals: regulator effect 2.8e-08 eV
LDA orbitals: largest neglected occ-virt element 3.135 eV
Static share of evGW difference: -0.1697 eV
Correlation share of evGW difference: 0.0356 eV
qsGW ionization energy from Hartree-Fock: 15.63119 eV (25 cycles)
Dipole from Hartree-Fock: start 1.9556 D, after qsGW 1.8292 D
qsGW ionization energy from LDA: 15.63119 eV (27 cycles)
Dipole from LDA: start 1.8229 D, after qsGW 1.8292 D
qsGW difference between starts: 3.1e-06 eV
cc-pVTZ evGW, Hartree-Fock orbitals: 16.0329 eV
cc-pVTZ evGW, LDA orbitals: 16.4098 eV
cc-pVTZ evGW difference: -0.3769 eV
PASS
```
